# Phonon group velocities at degenerate points from the dynamical matrix

## Problem

In the relaxation-time approximation, with well-separated phonon branches, the lattice thermal conductivity of a semiconductor is a sum over phonons in which each mode enters with the square of its group velocity. First-principles calculations supply the interatomic force constants, and from them the dynamical matrix $D(\mathbf q)$, whose eigenvalues are the squared angular frequencies $\omega^2$. The velocities are to be found from $\partial D/\partial\mathbf q$, without numerical differentiation of frequencies.

Take a diamond lattice with cubic lattice constant $a=0.543$ nm and atomic mass $M=28.085$ u $=4.6636\times10^{-26}$ kg. Atom A has four neighbours B at $\mathbf d_j=(a/4)\mathbf s_j$, with

$$\mathbf s_1=(1,1,1),\quad \mathbf s_2=(1,-1,-1),\quad \mathbf s_3=(-1,1,-1),\quad \mathbf s_4=(-1,-1,1).$$

Each bond carries a $3\times3$ force-constant matrix $K_j$ with diagonal elements $\alpha=55$ N/m and off-diagonal elements $\beta s_{j,a}s_{j,b}$, where $\beta=46$ N/m. These are rough, silicon-like values standing in for computed force constants.

1. Express the group velocity of a nondegenerate mode through $\partial D/\partial\mathbf q$.
2. Find what replaces this expression when $g$ branches share one frequency $\omega_0>0$.
3. At the zone-boundary point X, $\mathbf q=(2\pi/a)(1,0,0)$, the longitudinal acoustic (LA) and longitudinal optical (LO) branches meet. Find their velocities along $x$.
4. Halfway from $\Gamma$ to L, at $\mathbf q=(2\pi/a)(\tfrac14,\tfrac14,\tfrac14)$, the two transverse acoustic (TA) branches coincide. Find their slopes at right angles to $[111]$.
5. Determine how the degenerate modes must enter the conductivity.

## First estimate by scaling

An atom displaced along $x$ with its neighbours held fixed feels the restoring constant $4\alpha$, so the frequency scale is $\sqrt{4\alpha/M}=6.87\times10^{13}$ rad/s. Suppose that the longitudinal acoustic branch climbs from zero to about this value over the distance $2\pi/a=11.57$ nm$^{-1}$. Its mean slope is therefore

$$v_{\rm est}=\frac{\sqrt{4\alpha/M}}{2\pi/a}=\frac{6.87\times10^{13}\ \text{s}^{-1}}{1.157\times10^{10}\ \text{m}^{-1}}\approx5.9\ \text{km/s}.$$

This sets a magnitude. It cannot say whether the slope at X itself is positive, negative or zero.

## Exact solution

### The dynamical matrix

In the harmonic approximation atom A at $\mathbf r$ obeys

$$M\ddot{\mathbf u}_A(\mathbf r)=-\sum_jK_j\left[\mathbf u_A(\mathbf r)-\mathbf u_B(\mathbf r+\mathbf d_j)\right].$$

Insert $\mathbf u_s(\mathbf r)=\mathbf e_s\,e^{i(\mathbf q\cdot\mathbf r-\omega t)}$, with the phase taken at the actual atomic position, and divide by $-M$:

$$\omega^2\mathbf e_A=\frac1M\sum_jK_j\,\mathbf e_A-\frac1M\sum_jK_je^{i\mathbf q\cdot\mathbf d_j}\,\mathbf e_B .$$

The products $s_{j,a}s_{j,b}$ with $a\neq b$ sum to zero over the four bonds, so $\sum_jK_j=4\alpha\,\mathbb 1$. Hence

$$D_{AA}=D_{BB}=\frac{4\alpha}{M}\mathbb 1,\qquad D_{AB}=-\frac1M\sum_jK_je^{i\mathbf q\cdot\mathbf d_j},\qquad D_{BA}=D_{AB}^\dagger .$$

The last relation holds because B sees its neighbours at $-\mathbf d_j$ through the same real symmetric $K_j$. For a unit vector $\mathbf n$, the derivative along $\mathbf n$ has the single independent block

$$\mathbf n\cdot\nabla D_{AB}=-\frac iM\sum_j(\mathbf n\cdot\mathbf d_j)K_je^{i\mathbf q\cdot\mathbf d_j}.$$

### One branch

Move along $\mathbf q_0+t\mathbf n$ and let a prime denote $d/dt$. Differentiating $De=\lambda e$, with $\lambda=\omega^2$ and $e^\dagger e=1$, gives

$$D'e+De'=\lambda'e+\lambda e'.$$

Multiply from the left by $e^\dagger$. Since $D$ is Hermitian, $e^\dagger De'=\lambda e^\dagger e'$, and this cancels the last term on the right. With $\lambda'=2\omega\omega'$,

$$\mathbf n\cdot\mathbf v=\frac{e^\dagger(\mathbf n\cdot\nabla D)\,e}{2\omega}.$$

The derivation assumes that $e(t)$ is differentiable and tends to the vector $e$ used at $t=0$. A simple eigenvalue fixes $e$ up to a phase, which drops out. At a degeneracy, any orthonormal basis of the eigenspace solves $De=\lambda_0e$ at $t=0$, but an arbitrary member of it need not be the limit of a branch eigenvector.

### Several branches at one frequency

Let $\lambda_0=\omega_0^2$ be $g$-fold, and let the columns of $W$ be any orthonormal basis of its eigenspace. Finite-range forces make $D$ smooth, so $D(t)=D_0+tD_1+O(t^2)$ with $D_1=\mathbf n\cdot\nabla D$. In an eigenbasis of $D_0$ define

$$X_{mn}=-\frac{(D_1)_{mn}}{\lambda_m-\lambda_n}\quad(\lambda_m\ne\lambda_n),\qquad X_{mn}=0\quad(\lambda_m=\lambda_n).$$

Exchanging the indices and conjugating leaves the numerator unchanged and reverses the denominator, so $X^\dagger=-X$ and $e^{tX}$ is unitary. The rotated matrix has the same eigenvalues as $D(t)$ and reads

$$e^{-tX}D(t)e^{tX}=D_0+t\left(D_1+D_0X-XD_0\right)+O(t^2).$$

Here $(D_0X-XD_0)_{mn}=(\lambda_m-\lambda_n)X_{mn}$. Between different eigenspaces this equals $-(D_1)_{mn}$ and removes the first-order coupling. Inside an eigenspace it vanishes, so there $D_1$ stays untouched. The block belonging to $\lambda_0$ is

$$\lambda_0\mathbb 1+t\,W^\dagger D_1W .$$

The remainder $E=O(t^2)$ cannot spoil the slopes. The $k$-th eigenvalue of a Hermitian matrix $A$ is the minimum, over all $k$-dimensional subspaces, of the largest value of $x^\dagger Ax$ for unit $x$ in the subspace. Adding $E$ changes every $x^\dagger Ax$ by at most $\|E\|$, and therefore every ordered eigenvalue by at most $\|E\|=O(t^2)$. If $\eta_k$ are the eigenvalues of $W^\dagger D_1W$, the branches are $\omega_k^2=\omega_0^2+t\eta_k+O(t^2)$. Taking the square root gives $\omega_k=\omega_0+t\eta_k/(2\omega_0)+O(t^2)$. The slopes are the eigenvalues of

$$V_{\mathbf n}=\frac{W^\dagger(\mathbf n\cdot\nabla D)W}{2\omega_0}.$$

A random $7\times7$ Hermitian family with a triple eigenvalue tests the order of the remainder: reducing $t$ from $10^{-3}$ to $10^{-4}$ reduced the error of the linear formula by a factor 99.9, as a $t^2$ law requires.

Another basis $WR$, with $R$ unitary, turns $V_{\mathbf n}$ into $R^\dagger V_{\mathbf n}R$. The eigenvalues stay and the diagonal elements change. If $c_{ki}$ is the component of basis vector $i$ along the $k$-th eigenvector of $V_{\mathbf n}$, then

$$(V_{\mathbf n})_{ii}=\sum_k|c_{ki}|^2v_k .$$

A diagonal element is thus a weighted mean of the true slopes $v_k$. When all $g$ slopes are equal, $V_{\mathbf n}$ is a multiple of the unit matrix and any basis serves. When they differ, the block must be diagonalised.

The result needs $\omega_0>0$. For acoustic modes at $\mathbf q=0$ the division by $\omega_0$ fails. In polar crystals long-range electric fields make the limit of $D$ at the zone centre depend on the direction of approach, so $\nabla D$ does not exist there and the formula cannot be used as it stands.

### The choice of phases

Phases can also be taken from lattice vectors instead of atomic positions. This replaces $D$ by $\tilde D=U^\dagger DU$, with $U=\mathrm{diag}(\mathbb 1,\,e^{-i\mathbf q\cdot\mathbf d_1}\mathbb 1)$. Put $T=\mathrm{diag}(0,\,\mathbf n\cdot\mathbf d_1\mathbb 1)$. Then $U'=-iUT$ and $(U^\dagger)'=iTU^\dagger$, so

$$\tilde D'=U^\dagger D'U+i(T\tilde D-\tilde DT).$$

The new eigenspace basis is $\tilde W=U^\dagger W$. In $\tilde W^\dagger(T\tilde D-\tilde DT)\tilde W$ each $\tilde D$ acts on an adjacent $\tilde W$ and yields $\lambda_0$, so the two terms cancel. The first term gives $W^\dagger D'W$. At X, for the derivative along $x$, the added term $i(T\tilde D-\tilde DT)$ has 68% of the Frobenius norm of $U^\dagger D'U$, yet the slopes found below are the same in both conventions.

### The longitudinal pair at X

For $\mathbf q=(q,0,0)$ put $\theta=qa/4$. Bonds 1 and 2 have phase $e^{i\theta}$, bonds 3 and 4 have $e^{-i\theta}$. The $xx$ element is

$$D_{AB,xx}=-\frac{\alpha}{M}\left(2e^{i\theta}+2e^{-i\theta}\right)=-\frac{4\alpha}{M}\cos\theta .$$

The products $s_xs_y$ are $1,-1,-1,1$ and the products $s_xs_z$ are $1,-1,1,-1$. Both cancel within each pair of equal phase, so longitudinal motion decouples from transverse motion. The remaining $2\times2$ problem gives

$$\omega_\mp^2=\frac{4\alpha}{M}(1\mp\cos\theta).$$

At X, $\theta=\pi/2$ and both branches have

$$\omega_X=\sqrt{\frac{4\times55}{4.6636\times10^{-26}}}=6.868\times10^{13}\ \text{rad/s},$$

or 10.93 THz. The transverse modes lie at 4.42 and 14.81 THz, so the eigenspace is two-dimensional. Differentiating the off-diagonal element, with $d\theta/dq=a/4$, gives $(\alpha a/M)\sin\theta=\alpha a/M$ at X. In the basis "A moves along $x$", "B moves along $x$",

$$V_x=\frac{\alpha a}{2M\omega_X}\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad v=\pm\frac{\alpha a}{2M\omega_X}=\pm\frac a4\sqrt{\frac{\alpha}{M}} .$$

Numerically,

$$v=\pm\frac{6.404\times10^{17}}{2\times6.868\times10^{13}}\ \text{m/s}=\pm4.66\ \text{km/s}.$$

Finite differences of the ordered frequencies give $(-4.66,+4.66)$ km/s on the far side of X and $(+4.66,-4.66)$ km/s on the near side. The lower branch rises to X and then falls: ordering by frequency exchanges the two straight-through branches and produces a kink.

The basis used above consists of valid eigenvectors, yet both diagonal elements of $V_x$ are zero. Each vector mixes the two counter-propagating waves equally. Turning the basis by an angle $\phi$, with $e_1=(\cos\phi,\sin\phi)$ and $e_2=(-\sin\phi,\cos\phi)$, gives

$$(V_x)_{11}=-(V_x)_{22}=|v|\sin2\phi .$$

At $\phi=22.5^\circ$ the apparent speed is 3.30 km/s. Only when $|\sin2\phi|=1$, for instance at $\phi=45^\circ$, do these diagonal elements equal the slopes.

### The transverse pair between $\Gamma$ and L

Here $\mathbf q\cdot\mathbf d_1=3\pi/8$ and $\mathbf q\cdot\mathbf d_j=-\pi/8$ for $j=2,3,4$. Write $K_j=(\alpha-\beta)\mathbb 1+\beta\,\mathbf s_j\mathbf s_j^T$, and choose the transverse unit vectors

$$\mathbf n_1=(1,-1,0)/\sqrt2,\qquad \mathbf n_2=(1,1,-2)/\sqrt6 .$$

The projections $\mathbf p_j$ of $\mathbf s_j$ on this plane are $\mathbf p_1=0$ and

$$\mathbf p_2=\left(\sqrt2,\sqrt{\tfrac23}\right),\quad \mathbf p_3=\left(-\sqrt2,\sqrt{\tfrac23}\right),\quad \mathbf p_4=\left(0,-2\sqrt{\tfrac23}\right).$$

They satisfy $\sum_j\mathbf p_j=0$, which decouples transverse from longitudinal motion, and $\sum_j\mathbf p_j\mathbf p_j^T=4\,\mathbb 1$. The transverse part of $D_{AB}$ is therefore a multiple of the unit matrix:

$$D_{AB}^\perp=-\frac{e^{-i\pi/8}}{M}\left[(3\alpha+\beta)+i(\alpha-\beta)\right]\mathbb 1=-\frac{|Z|}{M}e^{i(\delta-\pi/8)}\mathbb 1 ,$$

with $Z=(211+9i)$ N/m, $|Z|=211.19$ N/m and $\sin\delta=9/211.19=0.0426$. The lower pair has $\omega_0^2=(4\alpha-|Z|)/M$, which is 2.19 THz. Its eigenvectors are $\mathbf e_A=\mathbf w/\sqrt2$ and $\mathbf e_B=e^{i(\pi/8-\delta)}\mathbf w/\sqrt2$, with $\mathbf w$ any unit vector in the plane.

For $\mathbf n$ in the plane, $\mathbf n\cdot\mathbf d_1=0$, and the $(\alpha-\beta)$ term drops out because $\sum_j\mathbf p_j=0$. What remains is

$$\mathbf n\cdot\nabla D_{AB}^\perp=-\frac{i\beta a}{4M}e^{-i\pi/8}\,T(\mathbf n),\qquad T(\mathbf n)=\sum_j(\mathbf n\cdot\mathbf p_j)\mathbf p_j\mathbf p_j^T .$$

Sandwiching this between the eigenvectors multiplies it by $e^{i(\pi/8-\delta)}/2$, and the conjugate block BA adds the complex conjugate. Since $\mathrm{Re}(-ie^{-i\delta})=-\sin\delta$,

$$W^\dagger(\mathbf n\cdot\nabla D)W=-\frac{\beta a}{4M}\sin\delta\;T(\mathbf n).$$

Inserting the $\mathbf p_j$ gives $T(\mathbf n_1)=4\sqrt{2/3}\,\sigma_x$ and $T(\mathbf n_2)=4\sqrt{2/3}\,\sigma_z$, with Pauli matrices acting in the plane. Thus

$$V_{\mathbf n_1}=-c\,\sigma_x,\qquad V_{\mathbf n_2}=-c\,\sigma_z,\qquad c=\sqrt{\tfrac23}\,\frac{\beta a\sin\delta}{2M\omega_0}=0.68\ \text{km/s}.$$

For $\mathbf n=\cos\psi\,\mathbf n_1+\sin\psi\,\mathbf n_2$ the eigenvalues are $\pm c$ at every $\psi$: to first order the pair opens as a circular cone. One-sided finite differences at three values of $\psi$ confirm these slopes.

The two blocks do not commute; their commutator has spectral norm $2c^2=9.2\times10^5$ m$^2$/s$^2$. No basis diagonalises both, so the two modes have no common pair of velocity vectors. A basis that is correct along $\mathbf n_1$ gives zero diagonal elements along $\mathbf n_2$, where the slopes are $\pm0.68$ km/s. The diagonalisation must be repeated for each direction. Along $[111]$ itself both slopes are 2.20 km/s, and no diagonalisation is needed.

### What enters the conductivity

Assume one lifetime $\tau$ for all modes of a degenerate group. At a point of exact degeneracy, take the sum of squared slopes along $x$, which is the trace of $V_x^2$, as the group's weight in heat flow along $x$. Applying this to a general direction, $\mathrm{Tr}\,V_{\mathbf n}^2=\sum_{ab}n_an_b\mathrm{Tr}(V_aV_b)$, identifies the tensor

$$\kappa_{ab}=\frac1{N\Omega}\sum_{\mathbf q}\sum_{\rm groups}c(\omega)\,\tau\,\mathrm{Tr}(V_aV_b),$$

with $N$ wavevectors, cell volume $\Omega=a^3/4$ and modal heat capacity $c(\omega)$. The trace is independent of basis, so the conductivity needs no explicit diagonalisation if all elements of the block are kept. At a cone the trace is not the limit of the sum over separate branches at neighbouring points. Displaced from the $[111]$ line at an angle $\chi$ to an in-plane direction $\mathbf n$, the two branches have slopes $\pm c\cos\chi$ along $\mathbf n$. Their squares add to $2c^2\cos^2\chi$, with mean $c^2$, half of $\mathrm{Tr}\,V_{\mathbf n}^2=2c^2$. The other half sits in the element between the two branches. It is a coherence term, which counts fully only while the splitting is small against $1/\tau$. The difference between the trace and the separate branches concerns only degenerate points and shrinks as the mesh is refined. Coherence between branches that are not exactly degenerate is absent from the formula and does not vanish on fine meshes. With each interbranch element weighted by $\tau/[1+(\Delta\omega\,\tau)^2]$, $\tau=5$ ps and 350 K, it adds only about 0.025 W/(m K) in this model when the zone is sampled at random and phases are taken at atomic positions. With phases from lattice vectors it is about 0.028, and regular meshes from $8^3$ to $24^3$ give 0.045 to 0.034.

Keeping the diagonal elements alone replaces $\mathrm{Tr}\,V_x^2=\sum_{ij}|V_{ij}|^2$ by $\sum_iV_{ii}^2$. This is never larger, and by the Cauchy–Schwarz inequality it is at least $(\mathrm{Tr}\,V_x)^2/g$. The lower bound is reached when all diagonal elements are equal, as for the vectors $g^{-1/2}\sum_je^{2\pi ijk/g}\epsilon_j$ built from the eigenvectors $\epsilon_j$ of $V_x$. For the pair at X a fraction $\sin^22\phi$ of the contribution survives, and at $\phi=0$ all of it is lost.

The three zero-frequency modes at $\Gamma$ are left out of the sum, since the formula does not apply to them. With $\tau=5$ ps for every other mode and 350 K, an $8^3$ mesh gives $\kappa_{xx}=18.3$ W/(m K). Squared one-sided finite-difference slopes give the same value. Central differences of the ordered frequencies do not: they average the two slopes of a degenerate pair, return zero at X and across the cone, and give 17.5 W/(m K). The most unfavourable basis gives 17.5 W/(m K), a loss of 4.3% against the trace. Separate branches at slightly displaced points, averaged over the direction of displacement, give about 18.0 W/(m K) on this mesh and 18.1 on a $16^3$ mesh. The omitted modes at $\Gamma$, treated the same way, would add about 0.08 W/(m K) on the $8^3$ mesh and about 0.01 on the $16^3$ mesh. On a $16^3$ mesh $\kappa_{xx}$ is 18.2 W/(m K), so the last digit of the $8^3$ value is not converged, and the largest loss is 1.2%. If degenerate lines dominate the loss, their share of mesh points falls as $N_1^{-2}$ for $N_1$ points per axis, which would give a factor 4. The computed factor is about 3.7, so this explanation is plausible but not established.

## Comparison of estimate and solution

The estimate at X was 5.9 km/s and the exact speed is 4.7 km/s. Their ratio is

$$\frac{(a/4)\sqrt{\alpha/M}}{(a/2\pi)\sqrt{4\alpha/M}}=\frac\pi4 .$$

The reason follows from $1-\cos\theta=2\sin^2(\theta/2)$, which turns the LA branch into $\omega=\sqrt{8\alpha/M}\,\sin(qa/8)$. Its slope falls from the sound speed, 6.6 km/s, to $\cos(\pi/4)$ times that value at X. The estimate is the mean over this interval and lies between the two. It could not expose the false zero found from the diagonal elements, since a branch can have a finite mean slope and still become flat at a zone boundary.

For the transverse pair the same reasoning gives $\omega_0/|\mathbf q|\approx2.7$ km/s, near the 2.2 km/s found along $[111]$ but four times the cone slope. The small $\sin\delta$ is not the cause of this factor. The ratio is $c|\mathbf q|/\omega_0=\sqrt{2/3}\,\beta a|\mathbf q|\sin\delta/[2(4\alpha-|Z|)]$, with $a|\mathbf q|=\sqrt3\pi/2$. For small $\alpha-\beta$ both $\sin\delta\approx(\alpha-\beta)/4\alpha$ and $4\alpha-|Z|\approx\alpha-\beta$ are small, and the small factor cancels. The ratio tends to $\pi\sqrt2/16\approx0.28$ as $\beta\to\alpha$ and is 0.25 here. Away from this limit the ratio depends on $\beta/\alpha$ and falls to 0.18 at $\beta=30$ N/m and 0.07 at $\beta=10$ N/m. Scaling cannot supply it.

Silicon is the real case behind these parameters, and its forces reach beyond nearest neighbours. The nearest-neighbour model is weakest for long transverse waves: its TA sound speeds are 3.6 km/s along $[100]$ and 3.0 km/s along $[111]$, against about 5.8 and 5.1 km/s in silicon. A Keating model fitted to the elastic constants gives 4.5 km/s at X, but a cone slope of 0.87 km/s and 3.9 km/s along $[111]$ at the same wavevector, so the transverse numbers above are not values for silicon. Adding a rough second-neighbour spring of 8 N/m, with $\alpha$ and $\beta$ held fixed, raises the LA sound speed along $[100]$ from 6.6 to 8.3 km/s, close to the real value of roughly 8 km/s. It is not a better model throughout: the TA frequency at X rises from 4.4 to 6.1 THz, away from the real value near 4.5 THz, so the changes below show sensitivity to the force constants and are not predictions for silicon. It lowers the speed at X by 12%, to 4.1 km/s, raises the cone slope from 0.68 to 0.99 km/s, and raises $\kappa_{xx}$ on the $8^3$ mesh to 23.0 W/(m K) (23.1 to 23.2 on finer meshes). Silicon conducts far better, of order 100 W/(m K) near room temperature. The constant lifetime is a crude assumption: $\kappa$ is proportional to it here, whereas real lifetimes vary strongly with frequency.

Heating by 50 K at fixed $\tau$ raises the model's $\kappa$ by 2.4% through the heat capacity. In real silicon lifetimes shorten on heating, an effect left out here. Frequency softening by thermal expansion is about 0.05% for the same step, with a rough Grüneisen number of 1 and a volume expansion of three times the linear coefficient of $3\times10^{-6}$ K$^{-1}$. This gives only a size: the zone-boundary TA modes of silicon have negative Grüneisen numbers and stiffen on expansion.

A finite lifetime also limits the picture of separate branches. At distance $\delta q$ from X along $x$ the LA–LO splitting is $2|v|\delta q$. It equals the broadening $1/\tau$ at

$$\delta q=\frac1{2|v|\tau}\approx0.02\ \text{nm}^{-1},$$

about 0.2% of $2\pi/a$. Closer to X the branches are not resolved. This length holds along $x$ only: on the line $\mathbf q=(2\pi/a)(1,y,0)$ from X to W the pair stays degenerate, as do the two transverse pairs. The LA–LO pair is unresolved in about 0.01% of the zone, but some pair of branches lies closer than $1/\tau$ in about a fifth of it. The two highest optical branches alone account for this fifth; the two TA branches are unresolved in about 3.5% of the zone. On the $[100]$ axis itself this costs nothing in the present model: the longitudinal eigenvectors do not depend on $q$, and with phases at atomic positions the velocity element between LA and LO vanishes. Off the axis the eigenvectors turn. At $\mathbf q=(2\pi/a)(1,0.03,0.03)$ the splitting is about $0.5/\tau$, both slopes along $x$ are zero, and the element between the branches is 4.6 km/s. There coherence between the branches has to be considered along with their separate populations.

## Values computed for the example and the checks

```
lattice constant a = 0.543 nm
atomic mass M = 28.085 u = 4.6636e-26 kg
force constants alpha, beta = 55.0, 46.0 N/m
X wavevector 2 pi/a = 11.571 1/nm
X frequencies TA, LA/LO, TO = 4.422, 10.931, 14.813 THz
X angular frequency of LA/LO = 6.8683e+13 rad/s
X element alpha*a/M of dD/dqx = 6.4038e+17 m/s^2
X LA/LO slopes from block = -4661.9, 4661.9 m/s
X LA/LO slopes, forward difference = -4661.9, 4661.8 m/s
X LA/LO slopes, backward difference = 4661.9, -4661.8 m/s
X diagonal elements, basis angle 0.0 deg = 0.0, 0.0 m/s
X diagonal elements, basis angle 22.5 deg = 3296.4, -3296.4 m/s
X diagonal elements, basis angle 45.0 deg = 4661.9, -4661.9 m/s
relative change of dD/dqx by phase convention = 0.683
X slopes in the other convention = -4661.9, 4661.9 m/s
random family: error at t=1e-3 over error at t=1e-4 = 99.9
Gamma-L midpoint TA frequency = 2.187 THz
TA pair slope along [111] = 2199.1 m/s
TA pair slopes across [111] = -/+ 678.0 m/s
norm of commutator of the two blocks = 9.1943e+05 m^2/s^2
largest diagonal element with reused basis = 0.000 m/s
lifetime tau (rough) = 5.0 ps, temperature = 350 K
kappa, 8^3 mesh: correct = 18.254, lowest naive = 17.474 W/(m K)
kappa, 8^3 mesh, finite differences = 18.254 W/(m K)
largest naive loss, 8^3 mesh = 4.27 %
kappa, 16^3 mesh: correct = 18.189, lowest naive = 17.977 W/(m K)
largest naive loss, 16^3 mesh = 1.17 %
second-neighbour spring (rough) = 8.0 N/m
LA sound speed [100] without, with it = 6593, 8292 m/s
X LA/LO frequency with it = 12.420 THz
X LA/LO speed with it = 4103.1 m/s, change = -12.0 %
TA cone slope with it = 991.6 m/s
kappa, 8^3 mesh, with it = 22.965 W/(m K)
X LA/LO heat capacity over k_B at 350 K = 0.832
kappa change for +50 K at fixed tau = 2.44 %
rough Grueneisen number = 1.0, expansion = 3.0e-06 1/K
quasi-harmonic softening for +50 K = 0.045 %
distance from X where splitting = 1/tau: 0.0215 1/nm
same distance over 2 pi/a = 0.185 %
```
